**Effective-valence tensor of an fcc vacancy jump: symmetry, work and a scattering model**

The force on the jumping atom is F_i = e Σ_j Z_ij E_j, with x along the jump [110], y along [−110] and z along [001]. On the straight path Z is diagonal, and the work is W = e Z̄ d E_x, where d is the jump length and Z̄ the path average of Z_xx. The program finds the site groups from atomic positions and asserts three free components at the saddle and on the line, five beside the line and one on a perfect lattice site. For s-wave scatterers in a free-electron gas, it asserts that the force formula agrees with the momentum flux through a sphere and that an isolated atom has wind valence −nℓσ (electron density, mean free path, cross-section). It also asserts the work law in an oblique field, the work of a transverse field up to the saddle on a bowed path, the absence of such work for a symmetrically relaxing cage, and the mean displacement over twelve separately built jumps. With the chosen parameters and an 18-atom cage, the output gives saddle components −14.6, −10.0 and −3.4, and Z̄ = −11.0. Larger cages change Z̄ by about a tenth and leave the sign of Z_zz unsettled, so the values illustrate the model and do not describe a particular metal.

## Numerical verification

```python
"""Effective-valence tensor of an atom making a vacancy jump in an fcc crystal.

Result under test: the force on the jumping atom is F_i = e sum_j Z_ij E_j.
On the straight jump line Z is diagonal in the axes x=[110] (jump), y=[-110],
z=[001], with three components unrelated by symmetry, and the work of a jump
of length d is W = e E_x * integral of Z_xx ds = e Zbar d E_x.

Model: s-wave scatterers (phase shift delta) in a free-electron gas whose Fermi
sphere is shifted by the field; Z = direct valence + electron wind.
Internal units are atomic (hbar = m = e = 1); printed units are on each line.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson

BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
TIME_AU = const.physical_constants["atomic unit of time"][0]
KB = const.k / const.e                                       # eV/K

# chosen round inputs
cube_A, delta, direct = 3.6, 0.3, 1.0
rho_uohmcm, j_MAcm2, temperature = 3.0, 1.0, 600.0
spring = 3.0          # transverse stiffness at the saddle, eV/angstrom^2
cage_push_A = 0.15    # outward shift of the four gate atoms at the saddle
bow_A = 0.2           # sideways bow of the curved comparison path
line_um = 10.0        # length of a blocked line

a = cube_A / BOHR
d = a / np.sqrt(2)
density = 4 / a**3
kF = (3 * np.pi**2 * density) ** (1 / 3)
density_SI = 4 / (cube_A * 1e-10) ** 3
tau_s = const.m_e / (density_SI * const.e**2 * rho_uohmcm * 1e-8)
tau = tau_s / TIME_AU
mfp = kF * tau
field = rho_uohmcm * 1e-6 * j_MAcm2 * 1e6 * 1e-8              # V/angstrom
kT = KB * temperature
rng = np.random.default_rng(7)


def sphere_grid(n_theta):
    """Product quadrature on the unit sphere, turned by a random rotation."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    ph = np.arange(2 * n_theta) * np.pi / n_theta
    C, P = np.meshgrid(c, ph, indexing="ij")
    S = np.sqrt(1 - C**2)
    pts = np.stack([S * np.cos(P), S * np.sin(P), C], -1).reshape(-1, 3)
    turn = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    return pts @ turn.T, np.repeat(wc * np.pi / n_theta, 2 * n_theta)


GRID = sphere_grid(28)


def scatter(pos, deltas, k, dirs):
    """Outgoing amplitudes A and gradients of the local incident waves."""
    f = np.exp(1j * deltas) * np.sin(deltas) / k
    diff = pos[:, None] - pos[None]
    r = np.linalg.norm(diff, axis=-1) + np.eye(len(pos))
    g = np.exp(1j * k * r) / r * (1 - np.eye(len(pos)))
    plane = np.exp(1j * k * pos @ dirs.T)
    A = f[:, None] * np.linalg.solve(np.eye(len(pos)) - g * f[None], plane)
    slope = np.moveaxis(diff * ((1j * k - 1 / r) * g / r)[..., None], -1, 0)
    grad = 1j * k * plane[..., None] * dirs[None]
    grad = grad + np.moveaxis(slope @ A, 0, -1)
    return A, grad


def forces(pos, deltas, k, dirs):
    A, grad = scatter(pos, deltas, k, dirs)
    return 4 * np.pi * np.real(np.conj(A)[..., None] * grad)


def wind(pos, deltas=None, k=kF, grid=None):
    """Wind-valence tensors of all scatterers, Cartesian cube axes."""
    dirs, w = GRID if grid is None else grid
    deltas = np.full(len(pos), delta) if deltas is None else deltas
    F = forces(pos, deltas, k, dirs)
    weighted = w[:, None] * dirs
    Z = np.swapaxes(F, 1, 2) @ weighted
    return -tau * k**2 / (4 * np.pi**3) * Z


def cage(n, cut):
    """Host atoms within cut of either end site, relative to the midpoint."""
    cells = [v for v in itertools.product(range(-5, 6), repeat=3)
             if sum(v) % 2 == 0]
    sites = np.array(cells) * a / 2
    r0 = np.linalg.norm(sites, axis=1)
    r1 = np.linalg.norm(sites - n * d, axis=1)
    keep = (np.minimum(r0, r1) < cut) & (np.minimum(r0, r1) > 1e-6)
    return sites[keep] - n * d / 2


ex = np.array([1, 1, 0]) / np.sqrt(2)
ey = np.array([-1, 1, 0]) / np.sqrt(2)
ez = np.array([0, 0, 1.0])
AXES = np.array([ex, ey, ez])
host = cage(ex, 1.01 * d)


def jumper(offset, atoms=host, **kw):
    """Total valence tensor of the jumping atom, Cartesian cube axes."""
    return direct * np.eye(3) + wind(np.vstack([offset, atoms]), **kw)[0]


def in_axes(Z):
    return AXES @ Z @ AXES.T


def off_diagonal(Z):
    return np.abs(Z - np.diag(np.diag(Z))).max()


# ---- site symmetry found from the atomic positions ----
cubic_ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        cubic_ops.append(np.eye(3)[list(perm)] * np.array(signs)[:, None])


def site_group(rel):
    found = []
    for R in cubic_ops:
        gap = np.linalg.norm((rel @ R.T)[:, None] - rel[None], axis=-1)
        if gap.min(axis=1).max() < 1e-6:
            found.append(R)
    return found


def averaged(group):
    return sum(np.kron(R, R) for R in group) / len(group)


cube_site = np.vstack([cage(ex, 1.01 * d) + ex * d / 2, ex * d])
cube_site = cube_site[np.linalg.norm(cube_site, axis=1) < 1.01 * d]
places = {"saddle": host, "on line": host - 0.25 * d * ex,
          "off line": host - 0.25 * d * ex - 0.1 * d * ey,
          "lattice site": cube_site}
counts = {}
for name, rel in places.items():
    G = site_group(rel)
    counts[name] = (len(G), int(round(np.trace(averaged(G)))))
    if name in ("saddle", "on line"):
        T = (averaged(G) @ rng.normal(size=9)).reshape(3, 3)
        assert off_diagonal(in_axes(T)) < 1e-12
assert counts == {"saddle": (8, 3), "on line": (4, 3),
                  "off line": (2, 5), "lattice site": (48, 1)}

# ---- force formula against the momentum flux through a sphere ----
pos = np.vstack([0.2 * d * ex + 0.05 * d * ey, host])
khat = rng.normal(size=(1, 3))
khat /= np.linalg.norm(khat)
all_delta = np.full(len(pos), delta)
A = scatter(pos, all_delta, kF, khat)[0][:, 0]
normals, w_s = GRID
radius = 1.5
pts = pos[0] + radius * normals
sep = pts[:, None] - pos[None]
r = np.linalg.norm(sep, axis=-1)
g = np.exp(1j * kF * r) / r
plane = np.exp(1j * kF * pts @ khat[0])
psi = plane + g @ A
dpsi = 1j * kF * plane[:, None] * khat
dpsi = dpsi + np.einsum("mqc,mq,q->mc", sep, (1j * kF - 1 / r) * g / r, A)
normal_slope = np.sum(dpsi * normals, axis=1)
pressure = 0.5 * (np.sum(abs(dpsi)**2, axis=1) - kF**2 * abs(psi)**2)
flux = np.real(np.conj(dpsi) * normal_slope[:, None])
flux = flux - pressure[:, None] * normals
F_surface = -radius**2 * w_s @ flux
F_formula = forces(pos, all_delta, kF, khat)[0, 0]
flux_error = np.abs(F_surface - F_formula).max()
assert flux_error < 1e-8 * max(1, np.abs(F_formula).max())

# ---- isolated atom: wind valence must be -n * mean free path * sigma ----
sigma = 4 * np.pi * np.sin(delta)**2 / kF**2
Z_alone = wind(np.zeros((1, 3)))[0]
assert np.allclose(Z_alone, -density * mfp * sigma * np.eye(3), atol=1e-8)

# ---- tensor at the saddle and along the line ----
Z_saddle = in_axes(jumper(0 * ex))
Z_line = in_axes(jumper(0.25 * d * ex))
Z_back = in_axes(jumper(-0.25 * d * ex))
Z_end = in_axes(jumper(0.5 * d * ex))
assert off_diagonal(Z_saddle) < 1e-8 and off_diagonal(Z_line) < 1e-8
assert np.allclose(Z_line, Z_back, atol=1e-8)
zs = np.diag(Z_saddle)
assert min(abs(zs[0] - zs[1]), abs(zs[1] - zs[2]), abs(zs[0] - zs[2])) > 1e-2
grid_shift = np.abs(in_axes(jumper(0 * ex, grid=sphere_grid(22)))
                    - Z_saddle).max()
assert grid_shift < 1e-7

# no linear relation among the three components: three models, rank three
rows = []
for d_host, scale in [(delta, 1.0), (-delta, 1.0), (delta, 1.3)]:
    shifts = np.r_[delta, np.full(len(host), d_host)]
    Z = wind(np.vstack([0 * ex, host]), deltas=shifts, k=scale * kF)[0]
    row = np.diag(in_axes(Z))
    rows.append(row / np.linalg.norm(row))
singular = np.linalg.svd(np.array(rows), compute_uv=False)
assert singular[-1] / singular[0] > 1e-3

# ---- work: vector q with W = e q.E, from the force along the path ----
node, weight = np.polynomial.legendre.leggauss(12)


def work_vector(s0, s1, n=ex, atoms=host, bow=0.0):
    q = np.zeros(3)
    for t, w in zip(node, weight):
        s = 0.5 * (s0 + s1) + 0.5 * (s1 - s0) * t
        side = bow * np.cos(np.pi * s / d)**2
        tangent = n - bow * np.pi / d * np.sin(2 * np.pi * s / d) * ey
        Z = jumper(s * n + side * ey, atoms)
        q += 0.5 * (s1 - s0) * w * tangent @ Z
    return q


nodes_s = 0.5 * d * node
Zxx_nodes = [in_axes(jumper(s * ex))[0, 0] for s in nodes_s]
Zbar = 0.5 * np.dot(weight, Zxx_nodes)
oblique = np.array([0.3, -0.9, 0.7])
s_fine = np.linspace(-d / 2, d / 2, 33)
push = [ex @ jumper(s * ex) @ oblique for s in s_fine]
W_definition = simpson(push, x=s_fine)
W_formula = Zbar * d * (oblique @ ex)
# Simpson error with 32 intervals is about 1e-5 of the integrand scale
assert abs(W_definition - W_formula) < 1e-4 * np.abs(push).max() * d

half = AXES @ work_vector(-d / 2, 0)
assert np.abs(half[1:]).max() < 1e-7
assert abs(half[0] - Zbar * d / 2) < 1e-5 * d * np.abs(zs).max()

# bowed path: a transverse field now works up to the saddle
bow = bow_A / BOHR
bow_1 = AXES @ work_vector(-d / 2, 0, bow=bow)
bow_2 = AXES @ work_vector(0, d / 2, bow=bow)
assert abs(bow_1[1]) * BOHR > 1e-2
assert abs(bow_1[1] + bow_2[1]) < 1e-7
path_change = (bow_1 + bow_2)[0] - 2 * half[0]
assert abs(path_change) * BOHR > 1e-3     # same ends, different work

# relaxing cage: gate atoms move too, yet only E_x does work
gate = np.where(np.linalg.norm(host, axis=1) < 0.65 * a)[0]
assert len(gate) == 4
outward = host[gate] / np.linalg.norm(host[gate], axis=1)[:, None]
u0 = cage_push_A / BOHR
q_atom, q_gate = np.zeros(3), np.zeros(3)
for t, w in zip(node, weight):
    s = 0.25 * d * (t - 1)
    moved = host.copy()
    moved[gate] += u0 * np.cos(np.pi * s / d)**2 * outward
    velocity = -u0 * np.pi / d * np.sin(2 * np.pi * s / d) * outward
    Zs = direct * np.eye(3) + wind(np.vstack([s * ex, moved]))
    q_atom += 0.25 * d * w * ex @ Zs[0]
    q_gate += 0.25 * d * w * np.einsum("ai,aij->j", velocity, Zs[1 + gate])
q_atom, q_gate = AXES @ q_atom, AXES @ q_gate
assert max(np.abs(q_atom[1:]).max(), np.abs(q_gate[1:]).max()) < 1e-7

# ---- all twelve jumps, each built from the lattice ----
E_dir = oblique / np.linalg.norm(oblique)
jumps = [np.array(v) / np.sqrt(2) for v in
         itertools.product([-1, 0, 1], repeat=3) if np.abs(v).sum() == 2]
assert len(jumps) == 12
W_half = np.array([work_vector(-d / 2, 0, n, cage(n, 1.01 * d)) @ E_dir
                   for n in jumps]) * BOHR * field
rate = np.exp(W_half / kT)
d_A = d * BOHR
mean_step = d_A * (rate @ np.array(jumps)) / rate.sum()
step_formula = Zbar * d_A**2 * field / (6 * kT)
scale_step = np.abs(zs).max() * d_A**2 * field / (6 * kT)
assert np.abs(mean_step - step_formula * E_dir).max() < 1e-5 * scale_step

# ---- sizes of neglected effects ----
spread = np.sqrt(kT / spring) / BOHR
Z_plus = in_axes(jumper(0.25 * d * ex + spread * ey))
Z_minus = in_axes(jumper(0.25 * d * ex - spread * ey))
assert abs(Z_plus[0, 1]) > 1e-3
assert abs(Z_plus[0, 1] + Z_minus[0, 1]) < 1e-7
thermal_shift = 0.0
for axis in (ey, ez):
    for sign in (1, -1):
        Z = in_axes(jumper(sign * spread * axis))
        thermal_shift += 0.5 * (Z[0, 0] - zs[0])
fermi = kF**2 / 2 * HARTREE
h = 0.4
near = [in_axes(jumper(0 * ex, k=np.sqrt(2 * (fermi + e) / HARTREE)))[0, 0]
        for e in (-h, 0, h)]
smear = np.pi**2 / 6 * kT**2 * (near[0] - 2 * near[1] + near[2]) / h**2
F_side = np.abs(zs[1:]).max() * field
omega = cube_A**3 / 4
stress = abs(Zbar) * field * line_um * 1e4 / omega * const.e * 1e30 / 1e6
W_jump = Zbar * d_A * field

print("INPUTS (chosen round values)")
print(f"cube edge {cube_A:.2f} A, jump length {d_A:.4f} A")
print(f"resistivity {rho_uohmcm:.1f} uohm cm, current {j_MAcm2:.1f} MA/cm2")
print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV")
print(f"phase shift {delta:.2f} rad, direct valence {direct:+.1f}")
print(f"field {field:.2e} V/A")
print(f"Fermi wavenumber {kF / BOHR:.4f} 1/A, Fermi energy {fermi:.3f} eV")
print(f"relaxation time {tau_s * 1e15:.2f} fs, free path {mfp * BOHR:.1f} A")
print("SYMMETRY: operations, free tensor components")
for name, (order, free) in counts.items():
    print(f"{name}: {order}, {free}")
print("VALENCES (dimensionless)")
print(f"cage atoms {len(host)}, cross-section {sigma * BOHR**2:.4f} A2")
print(f"isolated atom, wind only {Z_alone[0, 0]:.3f}")
print("saddle Zxx Zyy Zzz:", *[f"{v:.3f}" for v in zs])
print("quarter way Zxx Zyy Zzz:", *[f"{v:.3f}" for v in np.diag(Z_line)])
print("end of jump Zxx Zyy Zzz:", *[f"{v:.3f}" for v in np.diag(Z_end)])
print(f"largest off-diagonal at saddle {off_diagonal(Z_saddle):.1e}")
print(f"angular-grid shift {grid_shift:.1e}")
print(f"rank test, singular-value ratio {singular[-1] / singular[0]:.4f}")
print(f"path average Zbar {Zbar:.4f}")
print("WORK")
print(f"force at saddle, field along x {zs[0] * field:.3e} eV/A")
print(f"work per jump, field along x {W_jump:.3e} eV")
print(f"work per jump / kT {W_jump / kT:.3e}")
print(f"mean displacement per jump {step_formula:.3e} A")
print("WORK TO SADDLE PER UNIT FIELD (e A), fields x y z")
print("straight:", *[f"{v:.4f}" for v in half * BOHR])
print(f"bowed {bow_A:.2f} A:", *[f"{v:.4f}" for v in bow_1 * BOHR])
print(f"bowed minus straight, whole jump, x {path_change * BOHR:.4f}")
print(f"gate shift {cage_push_A:.2f} A: jumper x {q_atom[0] * BOHR:.4f}")
print(f"gate atoms x {q_gate[0] * BOHR:.4f}")
print("NEGLECTED EFFECTS")
for label, cut in [("two", 1.01 * a), ("three", 1.23 * a)]:
    big = cage(ex, cut)
    zb = np.diag(in_axes(jumper(0 * ex, big)))
    avg = (AXES @ work_vector(-d / 2, 0, atoms=big))[0] / (d / 2)
    print(f"{label} shells, {len(big)} atoms: saddle",
          *[f"{v:.3f}" for v in zb], f"Zbar {avg:.3f}")
print(f"stiffness {spring:.1f} eV/A2, thermal spread {spread * BOHR:.4f} A")
print(f"Zxy quarter way at +spread in y {Z_plus[0, 1]:.4f}")
print(f"thermal-spread shift of saddle Zxx {thermal_shift:.4f}")
print(f"Fermi-smearing shift of saddle Zxx {smear:.5f}")
print(f"largest transverse deflection {F_side / spring:.2e} A")
print(f"its energy {F_side**2 / (2 * spring):.2e} eV")
print(f"field energy over free path / kT {field * mfp * BOHR / kT:.2e}")
print(f"back-stress, blocked {line_um:.0f} um line {stress:.1f} MPa")
print("OK")
```

Running it gives:

```
INPUTS (chosen round values)
cube edge 3.60 A, jump length 2.5456 A
resistivity 3.0 uohm cm, current 1.0 MA/cm2
temperature 600 K, kT 0.05170 eV
phase shift 0.30 rad, direct valence +1.0
field 3.00e-08 V/A
Fermi wavenumber 1.3641 1/A, Fermi energy 7.090 eV
relaxation time 13.80 fs, free path 217.9 A
SYMMETRY: operations, free tensor components
saddle: 8, 3
on line: 4, 3
off line: 2, 5
lattice site: 48, 1
VALENCES (dimensionless)
cage atoms 18, cross-section 0.5898 A2
isolated atom, wind only -11.017
saddle Zxx Zyy Zzz: -14.573 -9.971 -3.425
quarter way Zxx Zyy Zzz: -11.341 -9.097 -5.104
end of jump Zxx Zyy Zzz: -6.023 -7.507 -7.181
largest off-diagonal at saddle 2.4e-14
angular-grid shift 3.9e-14
rank test, singular-value ratio 0.0088
path average Zbar -10.9747
WORK
force at saddle, field along x -4.372e-07 eV/A
work per jump, field along x -8.381e-07 eV
work per jump / kT -1.621e-05
mean displacement per jump -6.877e-06 A
WORK TO SADDLE PER UNIT FIELD (e A), fields x y z
straight: -13.9685 0.0000 0.0000
bowed 0.20 A: -13.9388 -2.1088 0.0000
bowed minus straight, whole jump, x 0.0594
gate shift 0.15 A: jumper x -14.1842
gate atoms x 0.1682
NEGLECTED EFFECTS
two shells, 26 atoms: saddle -13.513 -9.345 -0.743 Zbar -10.004
three shells, 58 atoms: saddle -15.176 -6.509 0.507 Zbar -9.859
stiffness 3.0 eV/A2, thermal spread 0.1313 A
Zxy quarter way at +spread in y 0.5305
thermal-spread shift of saddle Zxx 0.0878
Fermi-smearing shift of saddle Zxx 0.00981
largest transverse deflection 9.97e-08 A
its energy 1.49e-14 eV
field energy over free path / kT 1.26e-04
back-stress, blocked 10 um line 452.2 MPa
OK
```
